# Weak-localization field for a 50 nm phase-coherence length

## Question

I have low-temperature magnetoconductance data in mind for a 10 nm film of amorphous indium zinc oxide, with the field normal to the film. For the phase-coherence length I take $L=50$ nm. I am told that the characteristic weak-localization field is

$$B_\phi=\frac{\hbar}{4eL^2},$$

but I can't reproduce the factor 4. My own argument was that interference should be destroyed when one flux quantum $h/2e$ threads an area $L^2$. That gives a field more than ten times larger.

Where does the 4 come from, what is the number in millitesla, and what happens to the conductance at that field? Does it matter that my film has a finite thickness, a short mean free path and perhaps some spin-orbit coupling?

## Answer

The flux argument finds the right combination of $\hbar$, $e$ and $L$, but it can't fix the numerical factor. That factor comes from the diffusion problem obeyed by the interfering paths.

I use SI units and $e>0$, so the electron has charge $-e$. The electrons diffuse with constant $D$ and lose phase memory at the rate $1/\tau_\phi$. The coherence length is defined by $L^2=D\tau_\phi$; a different definition would change the 4. I first assume that spin is conserved, that $L$ does not depend on $B$, and that the mean free path and the thickness are both much smaller than $L$.

### The interfering pair carries charge $2e$

Take a closed path enclosing signed area $A$. An electron going round it acquires the magnetic phase $-eBA/\hbar$, and going round in the opposite sense it acquires $+eBA/\hbar$. Without a field the two amplitudes are equal, say $a$. With the field,

$$\left|a e^{-ieBA/\hbar}+a e^{ieBA/\hbar}\right|^2
=2|a|^2\left[1+\cos\frac{2eBA}{\hbar}\right].$$

The 1 is the classical part. The cosine is the interference part, and its phase is that of a particle of charge $2e$. At $B=0$ it doubles the probability of return, which hinders diffusion and lowers the conductance. A field makes loops of different area disagree in phase, so the conductance rises.

### The equation for the interference part

Let $C(\mathbf r,t)$ be the sum over diffusive paths, each weighted by its probability and by the relative phase factor $\exp(-i\int\mathbf a\cdot d\mathbf l)$, where $\mathbf a=2e\mathbf A/\hbar$ and $\mathbf A$ is the vector potential. In a short time $\epsilon$ a path makes a random step $\mathbf s$ with $\langle s_i\rangle=0$ and $\langle s_is_j\rangle=2D\epsilon\,\delta_{ij}$. Hence

$$C(\mathbf r,t+\epsilon)=\left\langle e^{-i\mathbf a(\mathbf r-\mathbf s/2)\cdot\mathbf s}\,C(\mathbf r-\mathbf s,t)\right\rangle .$$

Expand to second order in $\mathbf s$ and average. The terms linear in $\mathbf s$ vanish, and the rest give

$$C(\mathbf r,t+\epsilon)-C(\mathbf r,t)=D\epsilon\left[\nabla^2C+2i\mathbf a\cdot\nabla C+i(\nabla\cdot\mathbf a)C-a^2C\right].$$

The bracket is $(\nabla+i\mathbf a)^2C=-(-i\nabla+\mathbf a)^2C$. Adding the loss of phase memory,

$$\frac{\partial C}{\partial t}=-D\left(-i\nabla+\frac{2e\mathbf A}{\hbar}\right)^2C-\frac{C}{\tau_\phi}.$$

This has the form of a Schrödinger equation in imaginary time, so its decay rates are Landau levels. Choose $\mathbf A=(0,Bx,0)$, write $k=2eB/\hbar$, and look for solutions $e^{iqy}\chi(x)$:

$$-\chi''+(q+kx)^2\chi=\lambda\chi .$$

Moving the origin to $x_0=-q/k$ removes $q$. With $\alpha=d/dx+kx$ and $\alpha^\dagger=-d/dx+kx$, the operator becomes

$$-\frac{d^2}{dx^2}+k^2x^2=\alpha^\dagger\alpha+k,\qquad[\alpha,\alpha^\dagger]=2k .$$

The lowest state satisfies $\alpha\chi=0$ and has $\lambda=k$. Each application of $\alpha^\dagger$ adds $2k$. Therefore

$$\lambda_n=k(2n+1)=\frac{4eB}{\hbar}\left(n+\tfrac12\right),\qquad n=0,1,2,\ldots$$

One factor of 2 comes from the doubled charge, the other from the level spacing $2k$ of the operator $-d^2/dx^2+k^2x^2$.

### The field and its value

The decay rates due to the field are $D\lambda_n$, with spacing $4eBD/\hbar$. The characteristic field is the one at which this spacing equals the dephasing rate:

$$\frac{4eB_\phi D}{\hbar}=\frac1{\tau_\phi}=\frac{D}{L^2}
\quad\Longrightarrow\quad B_\phi=\frac{\hbar}{4eL^2}.$$

The diffusion constant cancels. For your length,

$$B_\phi=\frac{6.582\times10^{-16}\ \mathrm{V\,s}}{4\,(50\times10^{-9}\ \mathrm m)^2}
=\frac{6.582\times10^{-16}}{1.0\times10^{-14}}\ \mathrm T=0.0658\ \mathrm T .$$

So **$B_\phi\approx 66$ mT**. As a check on the levels, I solved the oscillator equation at this field on a grid from $-600$ to $600$ nm with 1 nm steps. In units of $1/\tau_\phi$, the lowest rate is 0.5000 and the spacing to the next is 1.0000, as the formula requires.

Because $B_\phi\propto L^{-2}$, a small relative error in $L$ is doubled in $B_\phi$, with opposite sign. A length of 45 nm gives 81 mT, and 55 nm gives 54 mT.

Your flux estimate can now be compared directly:

$$\frac{B_\phi L^2}{h/2e}=\frac{\hbar}{4e}\,\frac{2e}{h}=\frac1{4\pi}\approx0.080 .$$

At $B_\phi$ the square $L^2$ holds about 8% of a flux quantum $h/2e$, which is why your field came out $4\pi$ times too large. Equivalently, the magnetic length $\sqrt{\hbar/eB_\phi}$ equals $2L=100$ nm.

### How much phase a typical loop picks up

The levels also give the average of the cosine over all loops of duration $t$. First count the states per level. In a film of sides $W_x$ and $W_y$, the allowed $q$ are spaced by $2\pi/W_y$, so the centres $x_0$ are spaced by $2\pi/(kW_y)$. The number that fit in $W_x$ is $kW_xW_y/2\pi$, or $k/2\pi=eB/\pi\hbar$ per unit area. Leaving dephasing aside for the moment, the return density is

$$C(t)=\frac{k}{2\pi}\sum_{n=0}^{\infty}e^{-(2n+1)y}
=\frac{k}{2\pi}\,\frac{e^{-y}}{1-e^{-2y}}=\frac{k}{4\pi\sinh y},
\qquad y=kDt=\frac{2eBDt}{\hbar}.$$

For $B\to0$ this becomes $k/(4\pi y)=1/(4\pi Dt)$, the ordinary return density of two-dimensional diffusion. Dividing by that value,

$$\left\langle\cos\frac{2eBA}{\hbar}\right\rangle=\frac{y}{\sinh y},\qquad
y=\frac{B}{B_\phi}\,\frac{t}{2\tau_\phi}.$$

The last form uses $2eD/\hbar=1/(2B_\phi\tau_\phi)$. At small field the left side is $1-\tfrac12(2eB/\hbar)^2\langle A^2\rangle$ and the right side is $1-y^2/6$. Equating the quadratic terms gives

$$\langle A^2\rangle=\frac{(Dt)^2}{3},\qquad A_{\rm rms}=\frac{Dt}{\sqrt3}.$$

A direct sampling of 20,000 random closed loops of 300 steps each gives $A_{\rm rms}/Dt\approx0.58$, which agrees with $1/\sqrt3$ within the sampling noise, of order 1%. For $t=\tau_\phi$ the rms area is $2500/\sqrt3\approx1443$ nm². The rms phase difference at $B_\phi$ is then

$$\frac{2eB_\phi A_{\rm rms}}{\hbar}=\frac{A_{\rm rms}}{2L^2}=\frac1{2\sqrt3}\approx0.29\ \text{rad}.$$

This is well short of a full turn, so most of the interference survives at $B_\phi$.

### What the conductance does

To leading order in the interference, the change of conductance is proportional to the returning interference that the field removes. Loops of duration $t$ contribute with weight $e^{-t/\tau_\phi}/t$: the exponential is the surviving phase memory and $1/t$ is the return density. I leave the constant prefactor aside, since it does not affect $B_\phi$. With $b=B/B_\phi$ and $s=t/\tau_\phi$, the lost interference is

$$F(b)=\int_0^\infty\frac{ds}{s}\,e^{-s}\left[1-\frac{bs/2}{\sinh(bs/2)}\right].$$

Substitute $u=bs$ and use $1/[2\sinh(u/2)]=e^{-u/2}/(1-e^{-u})$:

$$F=\int_0^\infty du\left[\frac{e^{-u/b}}{u}-\frac{e^{-(1/2+1/b)u}}{1-e^{-u}}\right].$$

The digamma function has the standard integral form

$$\psi(z)=\int_0^\infty du\left[\frac{e^{-u}}u-\frac{e^{-zu}}{1-e^{-u}}\right].$$

To match it, add and subtract $e^{-u}/u$. The remainder is $\int_0^\infty(e^{-pu}-e^{-u})\,du/u$ with $p=1/b$. Its derivative with respect to $p$ is $-1/p$ and it vanishes at $p=1$, so it equals $-\ln p=\ln b$. Thus

$$F(b)=\psi\!\left(\frac12+\frac1b\right)+\ln b .$$

**Low field, $B\ll B_\phi$.** Use $y/\sinh y=1-y^2/6+7y^4/360-\ldots$ with $y=bs/2$, together with $\int_0^\infty s\,e^{-s}ds=1$ and $\int_0^\infty s^3e^{-s}ds=6$:

$$F\simeq\frac{b^2}{24}-\frac{7b^4}{960}.$$

The conductance starts as a parabola, and the negative next term bends it below that parabola.

**High field, $B\gg B_\phi$.** The argument of $\psi$ tends to $1/2$, so $F\simeq\ln b+\psi(1/2)$, with $\psi(1/2)\approx-1.96$. Within this diffusive description the growth is logarithmic, so $B_\phi$ does not mark saturation.

The full function gives these values:

| $B/B_\phi$ | $F$ |
|---:|---:|
| 0.1 | 0.00042 |
| 1 | 0.0365 |
| 10 | 0.762 |

At $B_\phi$ the parabola $1/24=0.0417$ is 14% above the full value, so this is roughly where the parabola starts to fail. The change there is under 5% of the change at $10B_\phi$. The logarithmic form is still poor at $10B_\phi$, where it gives 0.339 instead of 0.762. The function reaches 1 at $B\approx14.2B_\phi$, about 0.93 T here for ideal diffusion; the finite mean free path discussed below moves this up by a few percent. To extract $L$ from data, fit the whole curve $F(B/B_\phi)$; there is no visible feature at 66 mT to read off.

### Is your film in the right regime?

For a degenerate film of this kind I take rough typical values: density $10^{20}$ cm⁻³, mobility $\mu=30$ cm²/Vs, effective mass $m=0.3$ electron masses and temperature 5 K. The 50 nm is your input, not something these values predict. For a parabolic, isotropic band with density $n=0.1$ nm⁻³,

$$k_F=(3\pi^2n)^{1/3}=1.436\ \mathrm{nm^{-1}},\qquad
v_F=\frac{\hbar k_F}{m}=5.54\times10^5\ \mathrm{m/s}.$$

The scattering time is $\tau=\mu m/e=5.12$ fs, so the mean free path is $\ell=v_F\tau=2.84$ nm. Since $\ell$ is smaller than the 10 nm thickness, the local diffusion is three-dimensional:

$$D=\frac{v_F\ell}{3}=5.24\ \mathrm{cm^2/s},\qquad
\tau_\phi=\frac{L^2}{D}=4.77\ \mathrm{ps}.$$

The ordering $\ell<d<L$ holds, with $d$ the thickness. In this bulk estimate the Fermi energy is 0.262 eV and $k_BT$ is 0.16% of it, so the gas is degenerate. Since $k_Fd/\pi\approx4.6$, a clean film with hard walls would fill only four transverse subbands, raising $E_F$ by 12% and $D$ by 14%. Here the scattering width $\hbar/\tau=0.13$ eV exceeds the subband spacings of 0.04 to 0.11 eV, so the subbands are smeared, and these transport values should be trusted only to 10–15%.

**Thickness.** With reflecting faces, diffusion across the film has modes $\cos(m\pi z/d)$, $m=0,1,2,\ldots$. A normal field does not couple to $z$, so mode $m$ simply decays faster by $D(m\pi/d)^2$. Its characteristic field is

$$B_m=B_\phi\left[1+\left(\frac{m\pi L}{d}\right)^2\right].$$

The mode $m=0$ is the two-dimensional result. Already for $m=1$ the field is about $248B_\phi$, and the low-field contribution falls as $B_m^{-2}$. At $B=B_\phi$ the modes $m=1$ to 20 together add $2\times10^{-5}$ of $F$. Since $d$ is only 3.5 times $\ell$, this is a size estimate, but the effect is clearly negligible.

**Short mean free path.** Diffusion does not describe loops shorter than $\tau$. Cutting them out of the integral at $B_\phi$ removes only $7\times10^{-7}$ of $F$, because short loops enclose little area. A larger correction comes from the longer loops, whose corners are rounded on the scale of $\ell$, so that they enclose slightly less area than ideal diffusive loops. Its relative size scales as $\tau/\tau_\phi\approx10^{-3}$, with a coefficient that can be of order ten. For isotropic random flights between mirror-like faces, counting only the backscattered interference, $F$ is lowered by about 1.3% at $B_\phi$. The correction grows with field, to about 2.5% near $14B_\phi$, which moves the point $F=1$ from 0.93 T to about 0.97 T. Rough faces and non-backscattering terms would change these figures somewhat.

**Spin-orbit coupling.** This can matter much more. Suppose the spin is rotated by $R$, through angle $\theta$, along a loop. On the reversed loop the rotations are undone in reverse order, giving $R^{-1}$. The overlap of the two final spin states is $\langle s|R^2|s\rangle$. Averaged over both initial spins it is $\tfrac12\mathrm{Tr}\,R^2=\cos\theta$, since $R$ has eigenvalues $e^{\pm i\theta/2}$.

The same rotation acting on the spin vector has trace $1+2\cos\theta$. For isotropic random rotations the remaining polarization is therefore $p=\langle1+2\cos\theta\rangle/3$, and the interference is multiplied by

$$\langle\cos\theta\rangle=\frac{3p-1}{2}.$$

Let $p=e^{-t/\tau_s}$, with spin length $L_s=\sqrt{D\tau_s}$ and $r=(L/L_s)^2$, and assume the spin rotation is uncorrelated with the loop area. The term with $p$ decays at the rate $(1+r)/\tau_\phi$, so its characteristic field is $(1+r)B_\phi$. Hence

$$F_s(b)=\frac32F\!\left(\frac{b}{1+r}\right)-\frac12F(b)
\simeq\frac{b^2}{24}\left[\frac{3}{2(1+r)^2}-\frac12\right]\quad(b\ll1).$$

The low-field curvature changes sign when $(1+r)^2=3$, which means $L_s=L/\sqrt{\sqrt3-1}=58.4$ nm. For a shorter spin length the conductance first falls with field.

I don't know $L_s$ for your film. As a trial value, $L_s=200$ nm lowers the signal at $B_\phi$ by 15.5%, with $L$ held fixed. In a fit to the initial parabola with known prefactor, the bracket is 0.829 instead of 1. Ignoring spin would then give a $B_\phi$ too high by $1/\sqrt{0.829}$, about 10%, and an $L$ about 5% too short.

**Other effects of the field.** The classical relative change of conductance is of order $(\mu B_\phi)^2=4\times10^{-8}$. With spin conserved, the Zeeman phase is the same for both directions round a loop and cancels. It can still enter through electron-electron interactions; the ratio of Zeeman energy to $k_BT$ is 0.018 for a $g$-factor of 2, and its square is $3\times10^{-4}$. That square indicates a scale and is not a calculated correction. Once spin-orbit coupling is present, the Zeeman term also enters the interference directly, on the scale $g\mu_BB_\phi\tau_\phi/\hbar=0.055$. In the isotropic model above it lowers the signal at $B_\phi$ by under 0.1% of $F$ for $L_s=200$ nm and by about 0.4% of $F$ for $L_s$ of 30 to 60 nm, which matters only near the sign change, where the signal itself is small.

**Strength of disorder.** The sheet conductance is $ne\mu d=0.481$ mS, or 12.4 in units of $e^2/h$. With the standard prefactor $e^2/\pi h=12.3$ µS, quoted here and not derived, the conductance rises by $12.3\times0.0365=0.45$ µS at $B_\phi$, about 0.09% of the sheet conductance. The whole zero-field correction is about $(e^2/\pi h)\ln(\tau_\phi/\tau)$, some 18% of the sheet conductance, and $k_F\ell\approx4$, so the disorder is only moderately weak. The inverse conductance, 0.08, is a rough guide to the relative size of higher-order interference corrections, which I have not calculated. They would affect how well $F$ describes the data, not the definition of $B_\phi$.

### Where this stops applying to real films

The example describes a conducting, degenerate oxide. If a gate depletes the film, the carrier density falls, and both degeneracy and weak disorder have to be checked again. If the states are strongly localized, there is no diffusive $L$ to put into the formula.

Temperature is the other limit. Suppose, purely as an assumption, that $L\propto T^{-1/2}$ from 5 K to 300 K. Then $L$ falls to $50\sqrt{5/300}=6.5$ nm, below the film thickness and only about twice the mean free path. The formula would still return a field, 3.95 T, but the two-dimensional diffusive picture behind it has failed, so that number should not be used as a prediction. At 5 K, with $L=50$ nm, the length scales are well enough separated for 66 mT to have the meaning derived above. The values used here are collected in the numerical output below.

## Table of computed values

```
hbar/e: 6.58212e-16 V s
Coherence length L: 50 nm
B_phi: 65.82 mT
B_phi for L = 45 nm: 81.3 mT
B_phi for L = 55 nm: 54.4 mT
Magnetic length sqrt(hbar/eB) at B_phi: 100 nm
Flux B_phi L^2 over h/2e: 0.07958
Lowest level rate x tau_phi at B_phi (numeric): 0.5000
Level spacing x tau_phi at B_phi (numeric): 1.0000
rms loop area at t = tau_phi: 1443 nm^2
Sampled rms area / (D t): 0.577
rms phase difference at B_phi: 0.289 rad
F at B/B_phi = 0.1: 0.00042
F at B/B_phi = 1: 0.03649
F at B/B_phi = 10: 0.76197
Low-field parabola at B_phi: 0.04167
High-field log form at 10 B_phi: 0.3391
B/B_phi where F = 1: 14.19
Field where F = 1: 934 mT
Film thickness: 10 nm
Electron density: 1.0e+20 cm^-3
Mobility: 30 cm2/Vs
Effective mass: 0.3 electron masses
Temperature: 5 K
Fermi wave number: 1.436 nm^-1
Fermi velocity: 5.541e+05 m/s
Fermi energy: 0.262 eV
Scattering time: 5.12 fs
Mean free path: 2.84 nm
k_F x mean free path: 4.07
Diffusion constant: 5.24 cm2/s
Dephasing time: 4.77 ps
Thickness modes, share of F at B_phi: 2.0e-05
Loops shorter than tau, share of F at B_phi: 6.6e-07
Trial spin length: 200 nm
Spin relaxation, change of F at B_phi: -15.5 %
Spin length where low-field sign flips: 58.4 nm
Zeeman energy / kT at B_phi (g = 2): 0.0177
Square of that ratio: 3.1e-04
Classical (mobility x B_phi)^2: 3.9e-08
kT / Fermi energy: 1.6e-03
Sheet conductance: 0.481 mS
Sheet conductance g in e^2/h: 12.4
Small parameter 1/g: 0.081
L at 300 K if L ~ T^(-1/2): 6.45 nm
Formal B_phi at that L: 3.95 T
```
